# Porosity limits of an isotropic porous dielectric from its permittivity: a numerical check

```python
# Result under test: an isotropic porous film with permittivity k = 2.20 and
# skeleton permittivity ks = 4 (pores: 1) has porosity between 3/7 and 9/17.
# Hashin-Shtrikman bound K with comparison medium k0:
#     1/(K + 2 k0) = sum_i f_i/(k_i + 2 k0),
# lower bound for k0 = smallest k_i, upper bound for k0 = largest k_i.
# f_i: volume fractions; all permittivities are relative (dimensionless).
import itertools
import numpy as np
from scipy.optimize import brentq, minimize

K_FILM, K_SKEL, K_PORE = 2.20, 4.0, 1.0


def hs_bound(fractions, perms, k0):
    f, k = np.asarray(fractions), np.asarray(perms)
    return 1 / np.sum(f / (k + 2 * k0)) - 2 * k0


def porosity_min(k, ks):
    return 3 * (ks - k) / ((ks - 1) * (k + 2))


def porosity_max(k, ks):
    return (ks - k) * (2 * ks + 1) / ((ks - 1) * (k + 2 * ks))


# ---------- field solver on a periodic voxel grid ----------
def forward(u, axis):
    return np.roll(u, -1, axis) - u


def backward(u, axis):
    return u - np.roll(u, 1, axis)


def solve_potential(face_perm, source, axis):
    """Potential u with div(source along axis - face_perm grad u) = 0."""
    def operator(u):
        return -sum(backward(face_perm[a] * forward(u, a), a)
                    for a in range(3))
    r = -backward(source, axis)
    u = np.zeros_like(r)
    norm0 = np.sum(r * r)
    if norm0 < 1e-24:
        return u
    d, rr = r.copy(), norm0
    for _ in range(3000):
        ad = operator(d)
        step = rr / np.sum(d * ad)
        u += step * d
        r -= step * ad
        new = np.sum(r * r)
        if new < 1e-14 * norm0:
            return u
        d = r + (new / rr) * d
        rr = new
    raise RuntimeError("field solver did not converge")


def effective_perm(eps, axis):
    faces = [2 * eps * np.roll(eps, -1, a) / (eps + np.roll(eps, -1, a))
             for a in range(3)]
    u = solve_potential(faces, faces[axis], axis)
    return np.mean(faces[axis] * (1 - forward(u, axis)))


# ---------- main result: closed inversion against root finding ----------
def two_phase(phi, k0):
    return hs_bound([phi, 1 - phi], [K_PORE, K_SKEL], k0)


p_lo, p_hi = porosity_min(K_FILM, K_SKEL), porosity_max(K_FILM, K_SKEL)
root_lo = brentq(lambda p: two_phase(p, K_PORE) - K_FILM, 0, 1)
root_hi = brentq(lambda p: two_phase(p, K_SKEL) - K_FILM, 0, 1)
assert abs(p_lo - root_lo) < 1e-9 and abs(p_hi - root_hi) < 1e-9
assert abs(root_lo - 3 / 7) < 1e-9 and abs(root_hi - 9 / 17) < 1e-9
print(f"film permittivity k = {K_FILM:.2f}, skeleton ks = {K_SKEL:.2f}")
print(f"smallest porosity (from lower bound) = {p_lo:.5f}")
print(f"largest porosity (from upper bound)  = {p_hi:.5f}")
print(f"width of porosity interval = {p_hi - p_lo:.4f}")
for p in (0.40, 0.48, 0.56):
    print(f"porosity {p:.2f}: lower bound k = {two_phase(p, K_PORE):.4f}, "
          f"upper bound k = {two_phase(p, K_SKEL):.4f}")


# ---------- stationary value of the variational expression ----------
def variational(p, f, k, k0):
    """p: polarization amplitudes in the phases that differ from k0."""
    active = np.abs(k - k0) > 1e-12
    fa, ka = f[active], k[active]
    mean, square = np.sum(fa * p), np.sum(fa * p**2)
    return (k0 + 2 * mean - np.sum(fa * p**2 / (ka - k0))
            - (square - mean**2) / (3 * k0))


f3, k3 = np.array([0.45, 0.35, 0.20]), np.array([1.0, 4.0, 10.0])
for k0, sign, name in ((1.0, -1, "lower"), (10.0, 1, "upper")):
    best = minimize(lambda p: sign * variational(p, f3, k3, k0), [0.0, 0.0])
    optimum = sign * best.fun
    assert abs(optimum - hs_bound(f3, k3, k0)) < 1e-5
    print(f"three-phase check, {name} bound: optimised {optimum:.5f}, "
          f"formula {hs_bound(f3, k3, k0):.5f}")

# ---------- random structures of known porosity ----------
N = 20
rng = np.random.default_rng(7)
q = 2 * np.pi * np.fft.fftfreq(N)
q2 = q[:, None, None]**2 + q[None, :, None]**2 + q[None, None, :]**2
noise = np.fft.fftn(rng.standard_normal((N, N, N)))
smooth = np.fft.ifftn(noise * np.exp(-2.0 * q2)).real
for target in (0.40, 0.48, 0.56):
    pore = smooth < np.quantile(smooth, target)
    phi = pore.mean()
    eps = np.where(pore, K_PORE, K_SKEL)
    fine = eps.repeat(2, 0).repeat(2, 1).repeat(2, 2)  # same geometry
    k_coarse = np.mean([effective_perm(eps, a) for a in range(3)])
    k_fine = np.mean([effective_perm(fine, a) for a in range(3)])
    low, high = two_phase(phi, K_PORE), two_phase(phi, K_SKEL)
    for k_num in (k_coarse, k_fine):
        assert porosity_min(k_num, K_SKEL) < phi < porosity_max(k_num, K_SKEL)
    # grid error must be smaller than the distance to the nearer bound
    assert abs(k_fine - k_coarse) < min(k_fine - low, high - k_fine)
    print(f"random structure, porosity {phi:.3f}: k = {k_coarse:.3f} (coarse), "
          f"{k_fine:.3f} (fine); inferred porosity "
          f"{porosity_min(k_fine, K_SKEL):.3f} to "
          f"{porosity_max(k_fine, K_SKEL):.3f}")

# ---------- one-third rule for the polarization energy ----------
chi = (smooth < np.quantile(smooth, 0.48)).astype(float)
ones = [np.ones_like(chi)] * 3
energies = []
for a in range(3):
    u = solve_potential(ones, chi, a)
    e = [-forward(u, b) for b in range(3)]
    energies.append(np.mean(sum(c * c for c in e)) + 2 * np.mean(chi * e[a]))
f = chi.mean()
assert abs(np.mean(energies) + f * (1 - f) / 3) < 1e-6
print("polarization energy along x, y, z (unit P, k0 = 1) = "
      + ", ".join(f"{w:.5f}" for w in energies))
print(f"their mean = {np.mean(energies):.5f}, "
      f"-f(1-f)/3 = {-f * (1 - f) / 3:.5f}")


# ---------- coated spheres attain both ends ----------
def outer_dipole(host, core, shell, core_fraction):
    """Dipole outside a coated sphere of radius 1 in a unit field."""
    a3 = core_fraction
    # potentials / cos(theta): A r ; B r + C/r^2 ; r + D/r^2
    m = np.array([[1, -1, -1 / a3, 0],
                  [core, -shell, 2 * shell / a3, 0],
                  [0, 1, 1, -1],
                  [0, shell, -2 * shell, 2 * host]])
    return np.linalg.solve(m, [0, 0, 1, host])[3]


host_pore_core = brentq(
    lambda h: outer_dipole(h, K_PORE, K_SKEL, p_hi), 1, 4)
host_solid_core = brentq(
    lambda h: outer_dipole(h, K_SKEL, K_PORE, 1 - p_lo), 1, 4)
assert abs(host_pore_core - K_FILM) < 1e-8
assert abs(host_solid_core - K_FILM) < 1e-8
print(f"coated sphere, pore core, porosity {p_hi:.4f}: "
      f"k = {host_pore_core:.4f}")
print(f"coated sphere, solid core, porosity {p_lo:.4f}: "
      f"k = {host_solid_core:.4f}")

# ---------- neglected: anisotropy (layered films) ----------
p_par = (K_SKEL - K_FILM) / (K_SKEL - 1)
p_ser = (1 / K_FILM - 1 / K_SKEL) / (1 - 1 / K_SKEL)
for layers, voids, axis, p_formula, name in (
        (20, 12, 1, p_par, "along layers"),
        (11, 3, 0, p_ser, "across layers")):
    eps = np.full((layers, 2, 2), K_SKEL)
    eps[:voids] = K_PORE
    k_layer = effective_perm(eps, axis)
    assert abs(k_layer - K_FILM) < 1e-6
    assert abs(voids / layers - p_formula) < 1e-9
    assert not p_lo <= voids / layers <= p_hi
    print(f"layered film, field {name}: porosity {voids / layers:.4f}, "
          f"k = {k_layer:.4f}")

# ---------- neglected: errors of the two input permittivities ----------
DK, DKS = 0.05, 0.20
corners = [(K_FILM + s * DK, K_SKEL + t * DKS)
           for s, t in itertools.product((-1, 1), repeat=2)]
print(f"with errors {DK:.2f} in k and {DKS:.2f} in ks: porosity "
      f"{min(porosity_min(*c) for c in corners):.3f} to "
      f"{max(porosity_max(*c) for c in corners):.3f}")

# ---------- neglected: dense skin in series with the porous film ----------
THICK, SKIN = 200.0, 5.0  # nm
k_inner = (THICK - SKIN) / (THICK / K_FILM - SKIN / K_SKEL)
print(f"dense skin {SKIN:.0f} nm of {THICK:.0f} nm: inner k = {k_inner:.4f}, "
      f"inner porosity {porosity_min(k_inner, K_SKEL):.3f} to "
      f"{porosity_max(k_inner, K_SKEL):.3f}")

# ---------- neglected: water in the pores ----------
WATER, K_WATER = 0.01, 80.0


def wet_limit(k0):
    def mismatch(p):  # p: total pore volume, water included
        return hs_bound([p - WATER, 1 - p, WATER],
                        [K_PORE, K_SKEL, K_WATER], k0) - K_FILM
    return brentq(mismatch, WATER, 1)


wet_lo, wet_hi = wet_limit(K_PORE), wet_limit(K_WATER)
assert wet_lo > p_lo and wet_hi > p_hi
print(f"water {100 * WATER:.0f} % of film volume, permittivity {K_WATER:.0f}: "
      f"porosity {wet_lo:.3f} to {wet_hi:.3f}")
print("verified")
```

It prints:

```
film permittivity k = 2.20, skeleton ks = 4.00
smallest porosity (from lower bound) = 0.42857
largest porosity (from upper bound)  = 0.52941
width of porosity interval = 0.1008
porosity 0.40: lower bound k = 2.2857, upper bound k = 2.5882
porosity 0.48: lower bound k = 2.0541, upper bound k = 2.3448
porosity 0.56: lower bound k = 1.8462, upper bound k = 2.1124
three-phase check, lower bound: optimised 2.44444, formula 2.44444
three-phase check, upper bound: optimised 3.43096, formula 3.43096
random structure, porosity 0.400: k = 2.440 (coarse), 2.472 (fine); inferred porosity 0.342 to 0.438
random structure, porosity 0.480: k = 2.184 (coarse), 2.214 (fine); inferred porosity 0.424 to 0.525
random structure, porosity 0.560: k = 1.949 (coarse), 1.977 (fine); inferred porosity 0.509 to 0.608
polarization energy along x, y, z (unit P, k0 = 1) = -0.08419, -0.08312, -0.08230
their mean = -0.08320, -f(1-f)/3 = -0.08320
coated sphere, pore core, porosity 0.5294: k = 2.2000
coated sphere, solid core, porosity 0.4286: k = 2.2000
layered film, field along layers: porosity 0.6000, k = 2.2000
layered film, field across layers: porosity 0.2727, k = 2.2000
with errors 0.05 in k and 0.20 in ks: porosity 0.391 to 0.571
dense skin 5 nm of 200 nm: inner k = 2.1749, inner porosity 0.437 to 0.538
water 1 % of film volume, permittivity 80: porosity 0.448 to 0.776
verified
```
